Dirac scattering from a flux line: cross section and helicity

**Problem**

An infinitely thin magnetic flux line lies along z. A Dirac particle of charge e, mass M > 0 and wave number k arrives along +x, with no momentum along z. Away from the line there is no field, but there is a vector potential. In units ħ = c = 1,

A_θ = a/(e r), a = eΦ/(2π), 0 < a < 1.

An integer part of a can be removed by a single-valued gauge transformation, so this range covers every non-integer flux.

(a) Find the cross section per unit length of line and per unit angle, for θ ≠ 0.
(b) The helicity operator Σ·π, with π = p − eA, formally commutes with the Hamiltonian. When is helicity really conserved?
(c) Which answer does a thin tube of real magnetic field give?

**First estimate by scaling**

The ideal line has no radius. Suppose that its boundary condition brings in no length and acts on each spinor component separately, so that the ratio of upper to lower components, which depends on k/M, does not enter. The squared Dirac equation away from the line contains k but not M. A cross section per unit length of line is a length, so it must then be a function of a and θ divided by k.

Diffraction gives the small-angle form of that function. Paths passing the line on its two sides acquire phases πa and −πa. Treat the line as a screen at x = 0 whose transmission T(y) jumps by an amount of modulus

|exp(iπa) − exp(−iπa)| = 2 sin πa.

For transverse momentum q ≠ 0, the Fourier transform of a step has modulus (jump)/|q|. The far field of a screen in two dimensions has amplitude √(k/2π) |T̃(q)| at small angles, where q ≈ kθ. Hence

dσ/dθ ≈ (k/2π) (2 sin πa)²/(kθ)² = 2 sin²(πa)/(πkθ²).

This ignores the spin, and therefore cannot answer (b).

**The wave that cannot be regular**

Write ψ = (χ, η), with χ = (ψ1, ψ2) and η = (ψ3, ψ4). Components 1 and 3 have spin up along z, 2 and 4 spin down. From H = α·π + βM,

(E − M)χ = σ·π η, (E + M)η = σ·π χ, E² = k² + M².

Define π± = π_x ± iπ_y. Then σ·π turns spin up into spin down with π₊, and the reverse with π₋. The equations split into two sectors, (ψ1, ψ4) and (ψ2, ψ3).

In polar coordinates π± = e^{±iθ}(π_r ± iπ_θ), where π_r = −i∂_r and π_θ = (l − a)/r on e^{ilθ}. Therefore

π± = −i e^{±iθ}[∂_r ∓ (l − a)/r].

Applying π₊ and then π₋ to R(r)e^{ilθ} gives

R″ + R′/r − (l − a)²R/r² + k²R = 0,

so R is a Bessel function of order ±(l − a). The partner component follows from

J_ν′(x) − νJ_ν/x = −J_{ν+1}, J_ν′(x) + νJ_ν/x = J_{ν−1}.

For spin up with l ≥ 1 or l ≤ −1, the regular function has a regular partner. The other solution contains a component diverging at least as fast as 1/r, which is not square integrable. The exception is spin up with l = 0, paired with spin down with l = 1:

J_a pairs with J_{a−1}, J_{−a} pairs with J_{1−a}.

Each pair contains one divergent function, r^{a−1} or r^{−a}, and both are square integrable. Requiring every component to be finite would remove this wave altogether, so a boundary condition must be supplied.

Consider first the conditions that keep the two sectors separate and allow only one singular component in each. They contain no length scale, and there are four of them:

- spin up singular: ψ1 and ψ3;
- spin down singular: ψ2 and ψ4;
- upper regular: ψ3 and ψ4 singular;
- lower regular: ψ1 and ψ2 singular.

**Amplitudes and cross section**

At large x, J_ν(x) ≈ √(2/πx) cos(x − πν/2 − π/4). The plane wave is e^{ikx} = Σ i^l J_l(kr)e^{ilθ}. To give each partial wave the same incoming part, we need

W = Σ_l (−1)^l e^{−iπν_l/2} J_{ν_l}(kr) e^{ilθ}.

Its outgoing part, relative to the plane wave, is

S_l = (−1)^l e^{−iπν_l}.

Here ν_l = |l − a|, with its sign reversed for a singular wave. The incident part of W is e^{ikx + ia(θ−π)} for 0 < θ < 2π; the extra phase is required by the long-range potential. At large r its outgoing part is concentrated at θ = 0, so at other angles the amplitude of e^{ikr}/√r is

f(θ) = (2πik)^{−1/2} Σ_l S_l e^{ilθ}.

If all orders are positive, S_l = e^{iπa} for l ≥ 1 and e^{−iπa} for l ≤ 0. Let z = e^{iθ}. With a convergence factor that is finally removed,

Σ_{l≥1} z^l = z/(1 − z), Σ_{l≤0} z^l = −z/(1 − z).

The sum is then

2i sin(πa) z/(1 − z) = −sin(πa) e^{iθ/2}/sin(θ/2),

because z/(1 − z) = −e^{iθ/2}/[2i sin(θ/2)]. Define

F = −sin(πa)/[√(2πik) sin(θ/2)].

The regular amplitude is F e^{iθ/2}. If l = 0 is singular, S_0 becomes e^{iπa}. The boundary between the two values of S moves down by one, and the sum is multiplied by e^{−iθ}. If l = 1 is singular, S_1 = −e^{iπ(1−a)} = e^{−iπa}; the boundary moves up and the factor is e^{iθ}. Thus

regular: F e^{iθ/2},
l = 0 singular: F e^{−iθ/2},
l = 1 singular: F e^{3iθ/2}.

All have the same modulus. To turn it into a cross section, we need the Dirac current. For an outgoing wave in direction n, η = κ σ·n χ with κ = k/(E + M), so

j_r = χ†σ·n η + η†σ·n χ = 2κ|χ|².

The incident current has the same factor 2κ. It cancels, and for any incident spin each of the four choices gives

dσ/dθ = |F|² = sin²(πa)/[2πk sin²(θ/2)].

The mass enters through k alone. The cross section vanishes as a approaches an integer and is largest at a = 1/2. Its integral diverges at θ = 0. The separation into incident and scattered waves also needs their relative phase, kr(1 − cos θ) = 2kr sin²(θ/2), to be large.

**Helicity**

Let the incident helicity be positive, χ = (1, 1)/√2. After scattering, χ is proportional to (f↑, f↓)/√2. Along the new direction, positive and negative helicity have spinors (1, e^{iθ})/√2 and (1, −e^{iθ})/√2. Projection on the second gives the flip fraction

P = |f↑ − e^{−iθ}f↓|²/[2(|f↑|² + |f↓|²)].

The amplitudes (f↑, f↓) are

spin up singular: F(e^{−iθ/2}, e^{iθ/2}),
spin down singular: F(e^{iθ/2}, e^{3iθ/2}),
upper regular: F(e^{iθ/2}, e^{iθ/2}),
lower regular: F(e^{−iθ/2}, e^{3iθ/2}).

In the first two, f↓ = e^{iθ}f↑: the spin turns with the momentum and P = 0. In the third the spin keeps its direction while the momentum turns. In the fourth the spin turns by 2θ. Both give

P = |1 − e^{±iθ}|²/4 = sin²(θ/2).

The formal commutator fails to protect helicity because an operator must also respect the boundary condition. Σ·π acts separately on χ and η. It turns J_{−a} for spin up into J_{1−a} for spin down, and back, so it preserves a condition with spin up singular. The same holds for spin down singular. But if both upper components are regular, Σ·π turns J_a into the singular J_{a−1} inside χ, which that condition forbids.

The flipped cross section, P|F|² = sin²(πa)/(2πk), is isotropic. It comes from the critical wave alone.

**Mixed boundary conditions**

Near the line let the singular parts be ψ1 ≈ c1 r^{−a} and ψ4 ≈ c4 r^{a−1}e^{iθ}. No current may enter the line, so Re(c1* c4) = 0. This allows c1 = λ i c4 with λ real and fixed for all energies. Similarly, c2 = λ′ i c3.

Write the critical ψ1 as AJ_a + BJ_{−a}. The ladder relations give

ψ4 = −iκ(AJ_{a−1} − BJ_{1−a})e^{iθ}.

From J_ν(x) ≈ (x/2)^ν/Γ(1 + ν) at small x, the boundary condition fixes

t = B/A = λκ(k/2)^{2a−1} Γ(1 − a)/Γ(a).

Equal incoming normalization gives

S_0↑ = (e^{−iπa/2} + t e^{iπa/2})/(e^{iπa/2} + t e^{−iπa/2}).

Subtracting the regular value leaves

S_0↑ − e^{−iπa} = 2i sin(πa) q, q = t e^{−iπa}/(1 + t e^{−iπa}).

Adding this to the regular sum gives f↑ = F[e^{iθ/2} − 2iq sin(θ/2)]. Since 2i sin(θ/2)e^{−iθ/2} = 1 − e^{−iθ},

f↑ = F e^{iθ/2}[1 − q + q e^{−iθ}]
= F e^{iθ/2}[1 + t e^{−i(θ+πa)}]/[1 + t e^{−iπa}].

For incident spin up along z, the cross section is therefore multiplied by

[1 + t² + 2t cos(θ + πa)]/[1 + t² + 2t cos πa].

This equals one at all angles only for t = 0 or t = ∞, where the sector has a single singular component. For a ≠ 1/2, any other λ introduces a length. At a = 1/2 both singular powers are r^{−1/2}, so λ is a pure number and t = λκ. A mixed wave then needs no length scale, but its cross section depends on k/M as well as on k.

In the other sector let ψ2 = (CJ_{1−a} + DJ_{a−1})e^{iθ}. Then ψ3 = −iκ(CJ_{−a} − DJ_a), and c2 = λ′ i c3 gives

t′ = C/D = (k/2)^{2a−1} Γ(1 − a)/[λ′κ Γ(a)].

Its scattering element S_1↓ is the expression for S_0↑ with t replaced by −t′. All other waves cancel in f↑ − e^{−iθ}f↓, leaving (S_0↑ − S_1↓)/√(2πik). Different values of t give different S when sin πa ≠ 0, so helicity is conserved if and only if t′ = −t. For finite nonzero parameters this means

λλ′ = −1/κ² = −(E + M)/(E − M).

The right side changes with energy when M > 0, whereas λ and λ′ do not. Among conditions that keep the sectors separate, conservation at every positive energy E > M therefore requires the same spin component to be singular in both. Conditions that mix the sectors are outside this result.

**A tube of finite radius**

For a smooth static magnetic field and a pure Dirac particle (g = 2 exactly), Σ·π commutes with both β and α·π, so helicity is conserved at any tube radius R. The thin limit must select one of the two same-spin choices. The identity

(σ·π)² = π² − eBσ_z

shows which: positive eB attracts spin up.

Matching at r = R gives the rate. For total flux a, the l = 0 component ψ1 is of order one inside, while ψ4 has l = 1, and (E − M)ψ1 = π₋ψ4 makes it of order (E − M)R = κkR, so ψ4/κ is of order kR. Matching ψ1 gives B ~ (kR)^a; matching ψ4/κ gives A ~ (kR)^{2−a}. The unwanted admixture is

|A/B| ~ (kR)^{2(1−a)}.

Total flux a − 1 has the same exterior up to a gauge transformation, but the field is reversed. Now ψ4 has l = 0. With ψ4/κ of order one, (E + M)ψ4 = π₊ψ1 makes ψ1 of order (E + M)κR = kR. Hence A ~ (kR)^{1−a}, B ~ (kR)^{1+a}, and |B/A| ~ (kR)^{2a}. Spin down becomes singular. The flux modulo an integer does not reveal which spin is singular; the sign of the total flux does. For total flux a and enclosed flux b(r), the equation π₊ψ1 = 0 at E = M gives ψ1 = exp(−∫b dr/r), regular inside and proportional to r^{−a} outside for any profile, even one whose field changes sign. The profile sets only the prefactor of the power law, which can be large: for b = 20ρ² − 19.7ρ⁴ with ρ = r/R and a = 0.3, |A/B| is still 1.7 at kR = 0.01.

**Numbers and comparison**

Take a = 0.3 and k = M, for which sin²(πa) = 0.6545. At θ = 60°, where sin²(θ/2) = 0.25,

dσ/dθ = 0.6545/(2π × 0.25) = 0.4167 /M per radian.

For the electron mass, 1/M = 0.3862 pm, and this is 0.161 pm per radian. The small-angle estimate, with θ = 1.047, is

2 × 0.6545/(π × 1.047²) = 0.380 /M per radian.

The ratio of estimate to exact result is [sin(θ/2)/(θ/2)]², or about 1 − θ²/12 at small angles:

60°: estimate 0.380, exact 0.417 /M per radian;
120°: estimate 0.095, exact 0.139 /M per radian;
180°: estimate 0.042, exact 0.104 /M per radian.

The estimate is 9% low at 60° and 59% low at 180°, relative to the exact result. It has the right 1/k scaling and flux dependence, but not the large-angle shape.

Helicity distinguishes choices that the cross section cannot. With both singular components in χ, or both in η, the flip fractions at these angles are 0.25, 0.75 and 1. With the same spin singular in both, they are zero.

A mixed wave with t = 1 also spoils the symmetry between the two sides. The spin-up factor is 0.374 at 60° but 1.256 at 300°. At 120° it is only 0.0035, because θ + πa = 174° puts the two terms in the numerator amplitude almost in opposition.

In units M = 1, λ = 1 and λ′ = −5.828 satisfy the helicity condition at k = M. At k = 2M the same pair gives |S_0↑ − S_1↓|/2 = 0.094. The flipped cross section is the square of this number divided by 2πk, or about 7 × 10⁻⁴ /M per radian.

For a tube with uniform field, numerical integration of the radial equations gives the following unwanted admixtures:

flux a: 3.6 × 10⁻⁴ at kR = 0.01, and 1.4 × 10⁻⁵ at kR = 0.001;
flux a − 1: 0.034 at kR = 0.01, and 0.0086 at kR = 0.001.

The corresponding powers of kR are 1.4 and 0.6, as the matching argument predicts. For this flux, the spin-down limit is approached much more slowly: a tube can be thin compared with the wavelength and still retain a few per cent of the other singular wave.

These tube results hold for g = 2 and do not carry over to a real electron in the limit kR → 0. The field inside is eB = 2a/R², so at k = M a tube with kR = 0.01 has R ≈ 0.004 pm and a field 6000 times the critical value M²/e ≈ 4.4 × 10⁹ T. For slow electrons the field is moderate, but the anomalous moment a_e = 1.16 × 10⁻³ adds a_e a/(MR²) to E − M inside the tube in the sector (ψ1, ψ4), and this exceeds E − M once kR is below about 0.03. At k = 10⁻⁶ M and flux a, |A/B| is then 0.011 at kR = 0.01 (26 T) and 0.045 at kR = 0.001. It grows as (kR)^{−2a} instead of vanishing, and helicity is no longer conserved.

Numerical values quoted here were computed with a short program.
